\section*{Pi energy and closed shell of the cyclopentadienyl anion in Hückel theory}

\section{The six-electron ring}

Put electrons one by one into the pi orbitals of a five-membered carbon ring, with a coupling of $-2.5$ eV between neighbouring atoms. Measured from the energy of the same number of electrons on isolated sites, the pi energy is $-13.09$ eV for four electrons, $-14.64$ eV for five and $-16.18$ eV for six. A seventh electron raises it to $-12.14$ eV. Six electrons also have one lowest arrangement, whereas four, five and seven have several. Six is the number in the cyclopentadienyl anion, C$_5$H$_5^-$, a ligand in some precursors for atomic layer deposition. Both facts follow from the levels of a ring with five equal sites.

\subsection{Model and secular equations}

Take the free ion as a planar regular pentagon. Each carbon uses three valence electrons in sigma bonds, two to carbon and one to hydrogen, and has one left for its 2p orbital $p_j$, which stands normal to the plane. Five such electrons and the extra electron of the anion make six.

Simple Hückel theory treats these electrons as independent, with an effective one-electron Hamiltonian $h$. Its assumptions are
\begin{equation}
\langle p_i|p_j\rangle=\delta_{ij},\quad
\langle p_j|h|p_j\rangle=\alpha,\quad
\langle p_j|h|p_{j\pm1}\rangle=\beta<0,
\label{eq:model}
\end{equation}
and all other matrix elements of $h$ are zero. Site labels are taken modulo 5. Energies are given in eV and lengths in nm.

For an orbital $\psi=\sum_j c_jp_j$ the mean energy is
\begin{equation}
E=\frac{\alpha\sum_j|c_j|^2+\beta\sum_j\left(c_j^*c_{j+1}+c_{j+1}^*c_j\right)}{\sum_j|c_j|^2}.
\label{eq:quotient}
\end{equation}
Multiply by the denominator and differentiate with respect to $c_j^*$, treating $c_j$ and $c_j^*$ as independent. At a stationary point the derivative of $E$ vanishes. In the bond sum $c_j^*$ occurs twice, once with $c_{j+1}$ and once with $c_{j-1}$, so
\begin{equation}
(\alpha-E)c_j+\beta(c_{j-1}+c_{j+1})=0,\qquad c_{j+5}=c_j.
\label{eq:secular}
\end{equation}

\subsection{The levels}

All sites are equivalent, which suggests coefficients that change by a constant phase from site to site. Let $\theta=2\pi/5$ and
\begin{equation}
c_j^{(k)}=\frac{1}{\sqrt5}\,e^{ik\theta j},\qquad k=0,\pm1,\pm2.
\label{eq:bloch}
\end{equation}
The ring condition holds because $e^{5ik\theta}=1$. Insert this in (\ref{eq:secular}) and divide by $c_j^{(k)}$:
\begin{equation}
E_k=\alpha+\beta\left(e^{-ik\theta}+e^{ik\theta}\right)
=\alpha+x_k\beta,\qquad x_k=2\cos k\theta.
\label{eq:levels}
\end{equation}
The five vectors are orthonormal, so they give all five orbitals. Since $x_k=x_{-k}$, the levels with $k\neq0$ come in pairs. The sum of the two vectors of a pair, and their difference divided by $i$, are real orbitals of the same energy.

The cosines have closed forms. For $k\ne0$ let $z=e^{ik\theta}$. Then $z^5=1$ and $z\ne1$, and since $z^5-1=(z-1)(z^4+z^3+z^2+z+1)$, the second factor is zero. Division by $z^2$ gives
\begin{equation}
z^2+z^{-2}+z+z^{-1}+1=0.
\end{equation}
With $x=z+z^{-1}$ we have $x^2=z^2+z^{-2}+2$, and therefore
\begin{equation}
(x^2-2)+x+1=x^2+x-1=0,\qquad x=\frac{-1\pm\sqrt5}{2}.
\label{eq:golden}
\end{equation}
The angle $\theta=72^\circ$ has a positive cosine and $2\theta=144^\circ$ a negative one. Hence
\begin{equation}
x_0=2,\quad x_{\pm1}=\frac{\sqrt5-1}{2}=0.618,\quad
x_{\pm2}=-\frac{\sqrt5+1}{2}=-1.618.
\label{eq:x}
\end{equation}
Because $\beta$ is negative, a larger $x$ means a lower energy. A single level lies lowest, a pair follows, and a second pair lies above $\alpha$.

\subsection{Filling, energy and gap}

Each orbital takes two electrons of opposite spin. Six electrons fill $k=0$ and $k=\pm1$:
\begin{align}
E_\pi&=2(\alpha+2\beta)+4\left(\alpha+\frac{\sqrt5-1}{2}\beta\right)\nonumber\\
&=6\alpha+\left(4+2\sqrt5-2\right)\beta\nonumber\\
&=6\alpha+(2+2\sqrt5)\beta=6\alpha+6.472\,\beta.
\label{eq:main}
\end{align}
Moving an electron from the filled pair to the empty pair costs
\begin{equation}
\Delta=E_{\pm2}-E_{\pm1}=(x_2-x_1)\beta=-\sqrt5\,\beta=\sqrt5\,|\beta|.
\label{eq:gap}
\end{equation}
As $\Delta>0$ and every occupied orbital is full, the lowest arrangement is unique. It is a closed shell, and so a singlet.

The shape of the ring alone does not ensure this. The pair $k=\pm1$ offers four spin orbitals. Four electrons in total leave two for them, which can be placed in $\binom42=6$ ways of equal energy; five electrons leave three, with $\binom43=4$ ways. Within this model the four-electron cation and the five-electron radical thus have open shells. The seventh electron has the four spin orbitals of the upper pair to choose from.

The energies in the opening follow as well. The coefficients of $\beta$ for four, five and six electrons are $5.236$, $5.854$ and $6.472$, growing by $0.618$ each time. The seventh electron adds $-1.618$ and leaves $4.854$. The maximum at six refers to energies measured from $\alpha$. It is not a prediction of electron affinities, which also depend on $\alpha$ and on the repulsion between electrons.

The energy (\ref{eq:main}) is a sum of orbital energies, not the total energy of the ion. It contains neither the sigma electrons nor the repulsion of the nuclei. If $h$ is read as a mean-field operator, the sum also counts the repulsion of each pair of pi electrons twice.

\subsection{Charges and bond orders}

The same energy can be read atom by atom and bond by bond. Each filled orbital puts $2\times\frac15$ electrons on every atom, so the charge density is $q=6/5$. The bond order is
\begin{align}
p&=2\sum_{k=0,\pm1}\mathrm{Re}\left(c_j^{(k)*}c_{j+1}^{(k)}\right)
=\frac25\left(1+2\cos\theta\right)\nonumber\\
&=\frac25\left(1+\frac{\sqrt5-1}{2}\right)=\frac{1+\sqrt5}{5}=0.647.
\label{eq:bond}
\end{align}
By (\ref{eq:quotient}) each atom contributes $q\alpha$ and each bond $2p\beta$, so
\begin{equation}
E_\pi=5q\alpha+10p\beta=6\alpha+2(1+\sqrt5)\beta,
\end{equation}
in agreement with (\ref{eq:main}). The extra electron is spread evenly, and all five bonds have equal pi strength.

\subsection{Two reference structures}

How much of $6.472\,\beta$ is due to delocalization depends on the reference. Keep $\alpha$ and $\beta$ fixed and first localize the electrons in two double bonds and a lone pair. For one double bond, $(\alpha-E)c_1+\beta c_2=0$ and $(\alpha-E)c_2+\beta c_1=0$ give $E=\alpha\pm\beta$. Its two electrons have energy $2\alpha+2\beta$. With the lone pair at $2\alpha$, the reference is $6\alpha+4\beta$, and
\begin{equation}
E_\pi-(6\alpha+4\beta)=(2\sqrt5-2)\beta=2.472\,\beta.
\label{eq:deloc}
\end{equation}

This figure includes what an open chain would gain too. To isolate the closing of the ring, take the pentadienyl anion, a chain of five sites. Equation (\ref{eq:secular}) now holds for $j=1,\dots,5$ with $c_0=c_6=0$. These conditions are met by $c_j\propto\sin(m\pi j/6)$ with $m=1,\dots,5$. Since $\sin(a-b)+\sin(a+b)=2\sin a\cos b$, the levels are $x_m=2\cos(m\pi/6)$, that is $\sqrt3,\,1,\,0,\,-1,\,-\sqrt3$. Six electrons give $2(\sqrt3+1+0)=5.464$, and the ring energy minus the chain energy is
\begin{equation}
\left[(2+2\sqrt5)-(2+2\sqrt3)\right]\beta=2(\sqrt5-\sqrt3)\beta=1.008\,\beta.
\end{equation}
Less than half of the delocalization energy (\ref{eq:deloc}) therefore comes from closing the ring.

\subsection{Is the regular pentagon consistent?}

The derivation assumed equal bonds. Let the coupling between sites $j$ and $j+1$ become $\beta+\delta\beta_j$, with $\sum_j\delta\beta_j=0$. For a closed shell with a gap, the first-order energy change is the mean value of the perturbation in the unperturbed state:
\begin{equation}
\delta E_\pi=2\sum_jp\,\delta\beta_j=2p\sum_j\delta\beta_j=0.
\label{eq:six}
\end{equation}
The six pi electrons exert no first-order pull away from equal bonds.

Four electrons behave differently. Choose $\delta\beta_j=\varepsilon\beta\cos(2\theta j)$ with a small $\varepsilon>0$. Its diagonal elements in the states (\ref{eq:bloch}) vanish because the changes sum to zero. Between $k=1$ and $k=-1$ the element is
\begin{align}
V_{1,-1}&=\frac15\sum_j\delta\beta_j\left[e^{-i\theta j}e^{-i\theta(j+1)}+e^{-i\theta(j+1)}e^{-i\theta j}\right]\nonumber\\
&=\frac{2\varepsilon\beta}{5}\,e^{-i\theta}\sum_j\cos(2\theta j)\,e^{-2i\theta j}
=\varepsilon\beta\,e^{-i\theta}.
\end{align}
The last sum is $\frac12\sum_j(1+e^{-4i\theta j})=\frac52$. The pair splits into $\alpha+(x_1\pm\varepsilon)\beta$. Two electrons in the lower member change the energy by $2\varepsilon\beta$, which is negative and linear in $\varepsilon$. The sigma bonds resist with an energy quadratic in the distortion, so for small $\varepsilon$ the linear gain wins. In the model of independent electrons, a four-electron ring with both electrons in the lower member therefore leaves the regular shape. Repulsion between the electrons can change this conclusion. It can favour one electron in each member with parallel spins, and then the two first-order shifts cancel.

Diagonalization with $\varepsilon=0.001$ gives an energy change divided by $\varepsilon\beta$ of $2.0007$ for four electrons and $0.0013$ for six. The small value for six is a second-order gain of about $1.3\,\varepsilon^2|\beta|$. For the anion the regular pentagon is thus a stationary point of the pi energy when the sum of the couplings is fixed. It is a minimum against this distortion if the sigma bonds are stiff enough to outweigh that gain, a condition that lies outside Hückel theory.

\subsection{Numbers for the free ligand}

Take $\beta=-2.5$ eV, a rough typical value. The levels (\ref{eq:x}) lie at $-5.00$ eV, $-1.55$ eV (twice) and $+4.05$ eV (twice) from $\alpha$. The main results are
\begin{align}
E_\pi-6\alpha&=6.472\times(-2.5\ \text{eV})=-16.18\ \text{eV},\\
\Delta&=2.236\times2.5\ \text{eV}=5.59\ \text{eV},
\end{align}
and the delocalization energy (\ref{eq:deloc}) is $-6.18$ eV. At 573 K, a rough deposition temperature, $k_BT=0.0494$ eV and $\Delta/k_BT=113$. Thermal excitation across this gap is negligible. The gap is not the cheapest excitation of the free ion, however: the Hartree--Fock orbital energies below bind the filled pair by only about $1.4$ to $2$ eV, so an electron leaves the free anion well before it reaches the empty pair. The pi model contains no such process.

\subsection{What the model leaves out}

\paragraph{Overlap.} Let neighbouring orbitals overlap by $S$. Then $\beta$ in (\ref{eq:secular}) is replaced by $\beta-ES$, and the states (\ref{eq:bloch}) give $\alpha-E+(\beta-ES)x=0$. Solving for $E$ and subtracting $\alpha$,
\begin{equation}
E-\alpha=\frac{\alpha+x\beta}{1+xS}-\alpha
=\frac{x}{1+xS}\,\bar\beta,\qquad \bar\beta=\beta-\alpha S.
\label{eq:overlap}
\end{equation}
The derivative of $x/(1+xS)$ is $1/(1+xS)^2>0$, so the order of the levels is kept as long as $1+xS>0$ for all of them, which means $S<0.618$. With $\bar\beta<0$ the shell stays closed. For $S=0.25$ the levels move to $1.333$, $0.535$ and $-2.717$, and the energy coefficient, which now multiplies $\bar\beta$, falls from $6.472$ to $4.808$, or by 26\% of the Hückel value. The number $6.472$ thus belongs to the orthogonal model, while the closed shell survives.

\paragraph{Second neighbours.} A coupling $\beta_2$ between second neighbours adds $2\beta_2\cos2k\theta$ to each level. The energy of the six electrons changes by $[4-2(\sqrt5+1)]\beta_2=-(2\sqrt5-2)\beta_2$. With $\beta_2=0.1\,\beta$ the coefficient becomes $6.225$, lower by 4\%.

\paragraph{Electron repulsion.} The Pariser--Parr--Pople model adds an energy $U$ for two electrons on one site and $V_{ij}$ for electrons on different sites. Here $U=11$ eV, and the Ohno formula
\begin{equation}
V_{ij}=\frac{U}{\sqrt{1+(Ur_{ij}/C)^2}},\qquad C=\frac{e^2}{4\pi\varepsilon_0},
\end{equation}
gives $7.48$ eV for first and $5.47$ eV for second neighbours at a bond length of $0.141$ nm. Three electrons of each spin on five sites have $\binom53^2=100$ arrangements, so the model can be diagonalized completely.

The Hückel determinant has a weight of $0.968$ in the ground state. Correlation lowers the energy by $0.48$ eV relative to the mean energy of that determinant in the same model. The hopping energy corresponds to a coefficient of $6.315$ instead of $6.472$. The lowest triplet of the model lies $5.00$ eV above the ground state, which remains a singlet; in the free anion a state this high would lie above the threshold for losing an electron. For these parameters the closed-shell picture is a good description of the pi electrons.

\paragraph{The whole ion.} A restricted Hartree--Fock calculation with the 6-31G basis treats all electrons of C$_5$H$_5^-$, at fixed C--C and C--H lengths of $0.141$ and $0.109$ nm. It omits correlation, diffuse functions, relaxation of the geometry and the surroundings. Its occupied pi levels are one at $-7.19$ eV and a pair at $-1.39$ eV, and the pair is the highest occupied level. These positions are not converged in the basis: with diffuse and polarization functions (aug-cc-pVDZ) they drop by $0.5$ to $0.6$ eV, to $-7.71$ and $-1.97$ eV. In both bases the occupied levels follow the Hückel order, one level below a pair.

The spacing is wider, however. Dividing it by $x_0-x_1=1.382$ gives an effective $\beta$ of $-4.20$ eV in the 6-31G basis and $-4.15$ eV in the larger one. Exchange can account for part of the difference from $-2.5$ eV, as the repulsion model suggests. In mean field, exchange adds $-\frac12p_{ij}V_{ij}$ to the coupling of sites $i$ and $j$. For first neighbours, (\ref{eq:bond}) gives
\begin{equation}
-2.5-\tfrac12(0.647)(7.48)=-4.92\ \text{eV}.
\end{equation}
For second neighbours the bond order is $\frac25(1+2\cos2\theta)=-0.247$, and the coupling is $+\frac12(0.247)(5.47)=0.676$ eV. The spacing $E_0-E_1$ is then
\begin{equation}
1.382(-4.92)+(2+1.618)(0.676)\approx-4.35\ \text{eV},
\end{equation}
equivalent to a nearest-neighbour $\beta$ of about $-3.15$ eV. The rest of the difference is not resolved here. It follows that $\beta$ is a parameter tied to the quantity it is meant to describe, not one number for all purposes.

\subsection{The ligand in a precursor}

In a precursor the ring is bound to a metal, and this breaks the assumption of a free ion. The electrostatic part can be estimated with a charge $+e$ on the ring axis, $0.19$ nm above the plane, a rough distance. The ring radius is $0.141/(2\sin36^\circ)=0.120$ nm, and each site shifts by
\begin{equation}
-\frac{C}{\sqrt{0.120^2+0.190^2}\ \text{nm}}=-6.41\ \text{eV}.
\end{equation}
This is larger than $|\beta|$, but it is the same for all five sites. If the charge acts on the site energies alone, it changes $\alpha$ and leaves the coefficient $6.472$ and the gap as they were. Its potential also acts between the atoms and so can change $\beta$, an effect whose size is not estimated here.

A methyl group on the ring makes one site different. Let it raise the energy of site 0 by $d$. The real orbitals of the filled pair are $\sqrt{2/5}\cos\theta j$ and $\sqrt{2/5}\sin\theta j$. The first has weight $2/5$ on site 0, the second none, so the pair splits by $2d/5$ to first order. With a rough $d=0.5$ eV this is $0.20$ eV; diagonalization gives $0.198$ eV. The upper empty pair splits in the same way, and one of its members stays in place. The gap therefore shrinks by about $0.2$ eV, to $5.39$ eV, and the shell remains closed.

Covalent mixing of ring and metal orbitals is not included. It can shift the filled pair and change its occupation, and its size has not been estimated here. Nor does the large ratio $\Delta/k_BT$ measure the thermal stability of a precursor: the barriers for losing a ligand or for reacting with a surface are not contained in the pi levels of a free ring. The numerical output collects the main values.

\section*{Numbers as computed}
\begin{verbatim}
HUECKEL RESULT (x = (E - alpha)/beta, dimensionless)
levels x: 2.000 0.618 0.618 -1.618 -1.618
six-electron coefficient of beta: 6.4721
gap / |beta|: 2.2361
4 electrons: coefficient 5.236, lowest configurations 6
5 electrons: coefficient 5.854, lowest configurations 4
6 electrons: coefficient 6.472, lowest configurations 1
7 electrons: coefficient 4.854, lowest configurations 4
electrons per carbon: 1.200
pi bond order: 0.6472
localized reference coefficient: 4.000
delocalization coefficient: 2.472
open-chain anion coefficient: 5.464
ring-closure coefficient: 1.008
bond-modulation slope, 6 electrons: 0.0013
bond-modulation slope, 4 electrons: 2.0007
EXAMPLE
input beta: -2.50 eV
input C-C and C-H bonds: 0.141, 0.109 nm
levels E - alpha: -5.000 -1.545 -1.545 4.045 4.045 eV
pi energy minus 6 alpha: -16.18 eV
delocalization energy: -6.18 eV
orbital gap: 5.59 eV
temperature: 573 K; kT: 0.0494 eV
gap / kT: 113
NEGLECTED EFFECTS
overlap S: 0.25; coefficient: 4.808
levels x with overlap: 1.333 0.535 0.535 -2.717 -2.717
second-neighbour ratio: 0.10; coefficient: 6.225
one-site shift: 0.50 eV; filled-pair splitting: 0.198 eV
gap with one-site shift: 5.39 eV
ring radius: 0.1199 nm; ion height: 0.190 nm
common site shift from +1 charge: -6.41 eV
on-site repulsion U: 11.0 eV
Ohno repulsion, first and second neighbours: 7.48, 5.47 eV
weight of Hueckel determinant: 0.968
pi correlation energy: -0.476 eV
coefficient of beta in correlated state: 6.315
lowest triplet above ground state: 5.00 eV
HARTREE-FOCK / 6-31G, FREE ION, FIXED GEOMETRY
occupied pi levels: -7.190 -1.393 -1.393 eV
beta from occupied pi splitting: -4.20 eV
\end{verbatim}
